How acceptors segregated during sintering weaken a later grain-boundary barrier

**Q:** I model my acceptor-doped SrTiO₃ ceramics with a uniform, frozen dopant background. The dopants cannot move at 600 K, where I measure. Why should it matter that they could move in the furnace?

**A:** Because the background need not be uniform when it freezes. If the boundary core was positive during sintering, it attracted acceptors. They stay beside it after cooling and screen the core from a shorter distance.

Take a flat, thin core with charge Q > 0 per unit area on each side, and let x be the distance into one grain. Acceptors have charge −e and density N_A(x), with bulk value N. Oxygen vacancies have charge +2e and bulk density N/2. The potential φ and its slope vanish in the bulk, and the permittivity ε is constant at a given temperature. With charge density ρ, Poisson's equation and Gauss's law at the core are

φ″ = −ρ/ε,  φ′(0) = −Q/ε.

Multiply the first by x and integrate by parts:

∫₀^∞ xφ″ dx = [xφ′ − φ]₀^∞ = φ(0) = −(1/ε)∫₀^∞ xρ dx.

Neutrality requires ∫ρ dx = −Q. With the centroid x̄ = ∫xρ dx/∫ρ dx,

φ(0) = Q x̄/ε.

At fixed Q and ε, the barrier height measures how far away the screening charge sits.

**Q:** What does my uniform background give?

**A:** Define v = eφ/kT, n = N_A/N, and

ℓ² = εkT/(e²N),  q = Q/(eNℓ).

Mobile, dilute vacancies in mean-field equilibrium have density (N/2)e^(−2v), so ρ = eN(e^(−2v) − n). Poisson's equation becomes

v″ = (n − e^(−2v))/ℓ²,  v′(0) = −q/ℓ.  (1)

For n = 1, multiply by v′ and integrate inward from the bulk, where v = v′ = 0:

v′²/2 = (v + e^(−2v)/2 − 1/2)/ℓ².

At the core the left side is q²/(2ℓ²). Hence

v₀ = q²/2 + (1 − e^(−2v₀))/2.  (2)

For a strong barrier the exponential is negligible. Multiplying by kT/e gives

φ_uniform ≈ Q²/(2εeN) + kT/(2e).

The first term is the usual depletion result. The second comes from the gradual vacancy edge.

**Q:** And the profile made in the furnace?

**A:** At the sintering temperature T_s both species are mobile. Let u = eφ/kT_s, and let ℓ_s and q_s be ℓ and q evaluated with the sintering values. The acceptors follow n = e^u, so

u″ = (e^u − e^(−2u))/ℓ_s².

The same integration gives

u′²/2 = (e^u + e^(−2u)/2 − 3/2)/ℓ_s².

Put y = e^u. The bracket is (2y³ − 3y² + 1)/(2y²), and its numerator factorises as (y − 1)²(2y + 1). For a positive core u decreases with x, so

u′ = −(y − 1)√(2y + 1)/(yℓ_s).

At the core, where y = y₀,

q_s = (y₀ − 1)√(2y₀ + 1)/y₀.  (3)

For the profile, let s = √(2y + 1). Then s′ = y′/s = yu′/s, and y − 1 = (s² − 3)/2, so

s′ = −(y − 1)/ℓ_s = −(s² − 3)/(2ℓ_s).

The solution that tends to √3 in the bulk is s = √3 coth[√3(x + x₀)/(2ℓ_s)]. Since n = y = (s² − 1)/2 and coth² = 1 + 1/sinh²,

n(x) = 1 + (3/2)/sinh²[√3(x + x₀)/(2ℓ_s)].  (4)

The core value s₀ = √(2y₀ + 1) fixes x₀. Because n − 1 = −ℓ_s s′, the stored acceptor excess per side is

N∫₀^∞(n − 1)dx = Nℓ_s(s₀ − √3).  (5)

**Q:** When I cool the sample, the vacancies rearrange. Does that undo the benefit?

**A:** One case can be solved in closed form. Suppose Q is unchanged and ε varies as 1/T. Then εT, ℓ and q are the same at both temperatures. Insert the frozen n = e^u into (1): the function v = u satisfies both the equation and the core condition. The vacancies need not rearrange at all, and

φ_segregated = (kT/e) ln y₀.

Squaring (3) gives q² = 2y₀ − 3 + 1/y₀², so for large q

y₀ ≈ q²/2 + 3/2.

In units of kT/e, the uniform barrier grows as q²/2, while the segregated one grows as the logarithm of nearly that quantity. At q = 6 they are 18.5 and 2.97.

For small q the advantage is modest. Linearising gives v″ = 2v/ℓ² for the uniform case and u″ = 3u/ℓ² for the other. The barriers are q/√2 and q/√3, a ratio of √(2/3) ≈ 0.82.

**Q:** Can you put numbers on my case?

**A:** I take rough typical values: N = 3×10¹⁹ cm⁻³, sintering at 1650 K with relative permittivity 55, and use at 600 K with relative permittivity 160. I choose Q = 7 µC/cm² per side at both temperatures. Keeping Q equal is an assumption.

In the furnace ℓ_s = 3.80 nm and q_s = 3.84. The large-q formula gives y₀ ≈ 3.84²/2 + 1.5 = 8.9, so acceptors are enriched about ninefold at the core. The enrichment falls to 4.1 at 1 nm and 1.3 at 5 nm.

At 600 K, kT/e = 0.0517 V and q = 3.73. Equation (2) gives

φ_uniform ≈ 0.0517 × (3.73²/2 + 0.5) V = 0.386 V.

Solving (1) numerically with the frozen profile gives 0.108 V, lower by a factor of 3.6. The constant-εT formula would give 0.0517 × ln 8.86 = 0.113 V; here εT is about 6% larger in use than in sintering. The centroids show the cause: 7.8 nm for the uniform background and 2.2 nm for the segregated one.

A depletion estimate does not need constant εT, provided the barrier is well above kT/e. Remove all vacancies out to a width w, fixed by Q = eN∫₀^w n dx. The centroid relation then gives

φ_dep = (eN/ε)∫₀^w xn dx.

For the edge, replace n by a constant n_w. A region with that n would be neutral at v = −(ln n_w)/2, and the gradual edge adds 1/2 as in (2). This is only a rough argument, because the real n changes within the width of the edge and the real layer is not neutral there. The correction is therefore (kT/2e)(1 − ln n_w). With w = 5.3 nm and n_w = 1.25, the estimate is 0.088 + 0.020 = 0.108 V. The uniform layer is 14.6 nm wide.

**Q:** Perhaps you have just given the boundary more dopant.

**A:** Equation (5) gives an excess equal to the acceptors in 9.8 nm of bulk per side. A cubic grain of edge 1000 nm has a surface-to-volume ratio of 6/1000 nm⁻¹, so the excess is 6 × 9.8/1000 = 5.9% of its bulk dopant. Spread evenly through the grain, that excess lowers the uniform barrier only from 0.386 to 0.366 V. Its location produces most of the reduction.

**Q:** Does the result depend on your particular profile, or on the core charge staying fixed?

**A:** The direction of the change is more general. Compare any frozen profile with n ≥ 1 to the uniform background, at the same temperature, permittivity and bulk composition. Let d = v_segregated − v_uniform. Subtracting the two versions of (1),

d″ = [n − 1 + e^(−2v_uniform) − e^(−2v_segregated)]/ℓ².

Wherever d > 0, the difference of exponentials is positive, so d″ > 0. A positive maximum inside the grain is therefore impossible, and d vanishes in the bulk. The core remains to be checked:

- At fixed charge, d′(0) = 0. If d(0) were positive, d would rise away from the core and need a maximum inside.
- At fixed height, d(0) = 0.
- If the core charge does not increase with core potential, d(0) > 0 would imply Q_segregated ≤ Q_uniform, hence d′(0) ≥ 0. The same contradiction follows.

Thus d ≤ 0 everywhere. At fixed charge the height is strictly lower if n(0) > 1: with d(0) = d′(0) = 0, the equation would give d″(0) > 0 and make d positive nearby. Thirty randomly chosen enriched profiles, solved at fixed charge and at fixed height, showed no rise in v above 10⁻¹¹.

**Q:** So a core that can take up more vacancies might keep its height?

**A:** Nearly. Suppose core sites hold vacancies with occupancy

θ = 1/{1 + exp[2(v₀ − v_h)]},

where v_h is the potential at half filling. A vacancy costs 2eφ(0) more in a positive core, so lowering the barrier invites more of them. I fix the number of sites and v_h so that the uniform background gives 7 µC/cm², and keep the furnace profile unchanged.

If the core was 90% full, it can add little charge, and the barrier falls to 0.143 V. If it was half full, its charge rises to 10.8 µC/cm² and the barrier falls only to 0.354 V. An exactly pinned height is an idealisation that this site model does not reach; 0.386 V would then remain and the charge would rise to 11.2 µC/cm².

**Q:** Would I still see a lower resistance with a pinned height?

**A:** Within this model, yes, but not by much. Assume bulk mobility in the layer and leave out the resistance of the core itself. Vacancies are depleted by e^(−2v), so the excess resistance of both sides equals that of a bulk thickness

L_v = 2∫₀^∞(e^(2v) − 1)dx.

Near the core v ≈ v₀ − qx/ℓ + n₀x²/(2ℓ²), with n₀ = n(0), because v″(0) ≈ n₀/ℓ² when vacancies are strongly depleted. Expanding the quadratic part inside the integral gives

L_v ≈ (ℓ/q)e^(2v₀)[1 + n₀/(2q²)].

At fixed height the leading term falls as 1/Q, a factor of 11.2/7 = 1.6. The bracket is larger for the segregated profile and reduces the gain; the numerical factor is 1.47.

At fixed charge the change is far greater: L_v falls from 3.3 mm to 92 nm. Holes have charge +e, so e^v replaces e^(2v), and their equivalent thickness falls from 4.0 µm to 18 nm. A measured total resistance depends on how the two carriers share the current.

**Q:** Can sintering make the later barrier worse?

**A:** Yes, if the core was negative in the furnace. It then repels acceptors, n ≤ 1, and the comparison argument reverses. With the later charge held at 7 µC/cm², a furnace charge of −3.5 µC/cm² gives 0.449 V. A neutral core gives 0.386 V, and +3.5 µC/cm² gives 0.244 V. This is why mobile dopants *can* weaken the barrier, but need not.

**Q:** How closely does this describe a real SrTiO₃ ceramic?

**A:** The doping, temperatures and permittivities are of a realistic size, and barriers of a few tenths of a volt are a reasonable scale. The weakest assumption is equal core charge in sintering and use. Halving the furnace charge moves the segregated result from 0.108 to 0.244 V. Acceptors may also keep moving during cooling. If Q stays equal and εT rises steadily from its sintering value to its value in use, this changes little: freeze-in at the final εT would give (kT/e) ln y₀ = 0.110 V, with y₀ ≈ 3.73²/2 + 1.5. The furnace permittivity is itself uncertain; if εT at freeze-in were 20% lower than the sintering value assumed here, the result would be 0.097 V.

Crossing 5.3 nm in 10 h requires a cation diffusivity of order w²/t = 8×10⁻¹⁸ cm²/s. That is not enough to form the full furnace profile. Its excess, the acceptors of 9.8 nm of bulk, must come from the grain behind it, which is noticeably depleted unless √(Dt) is much longer than 9.8 nm. Taking √(Dt) = 98 nm in 10 h gives D ≈ 3×10⁻¹⁵ cm²/s. With much slower diffusion the excess is smaller, and the later barrier is lowered less. Drift inside the layer is fast, however, so a diffusivity near 8×10⁻¹⁸ cm²/s already gives a large part of the reduction. Such an unfinished profile has n < 1 behind the enriched zone and lies outside the comparison argument above. For a uniform background to stay frozen during 10 000 h of use, the scale w²/t = 8×10⁻²¹ cm²/s is far too lenient. Acceptors drift in the barrier, and by the centroid relation v₀ first falls at a rate of roughly Dv₀/ℓ². Since L_v varies as e^(2v₀), it stays unchanged only if Dt ≪ ℓ²/(2v₀) ≈ 1 nm², that is D ≪ 3×10⁻²² cm²/s at 600 K. The segregated profile is less sensitive: at the same Q its barrier is 0.108 V if frozen and 0.110 V if the acceptors equilibrate fully in use.

Other limits matter too:

- **Permittivity.** With a rough cubic term in the field–polarisation relation, the field at the core rises by 5% relative to its linear value of 0.49 MV/cm. At pinned height the linear value is 0.79 MV/cm and the rise is 12% of that.
- **Discrete dopants.** Acceptors fill only 1.6% of their sites at the core, but their mean spacing there is 1.6 nm, comparable with the scale of the profile. The smooth mean-field description is therefore marginal, and I have not calculated the resulting error.
- **Electrons.** A bulk electron density of 1.7×10¹⁵ cm⁻³ would supply 10% of N at the uniform barrier's core. In the integration that led to (2), this lowers the uniform barrier by about 0.1 kT/e, or 0.005 V. Much higher densities would have to be included in (1). The furnace calculation also leaves out electrons and holes. If electrons are plentiful there, they take over part of the screening, fewer acceptors gather beside the core, and the later barrier is lowered less.
- **Trapping.** If each acceptor has six neighbouring oxygen sites where a vacancy can bind, a binding energy near 0.3 eV would trap half the bulk vacancies at 600 K and change the conductivity. Trapped vacancies also add positive charge where acceptors are dense, so they raise the segregated barrier more than the uniform one and reduce the factor of 3.6 somewhat.

Acceptors inside the core, short-range segregation energies and mobile cation vacancies are also left out. For your samples, the uniform model is a safe starting point for the barrier height if the furnace profile was nearly flat. The resistance is less forgiving: a drop of 0.018 V halves L_v at 600 K, and at fixed charge an enrichment of about a quarter at the core is enough to cause it. Otherwise the measured dopant profile should enter (1), together with a model of how the core charge responds. The numerical output gives the remaining values.

Computed results

```
acceptor density N: 3.0e+19 cm^-3
core charge per side Q: 7.0 uC/cm2
sintering: 1650 K, rel. permittivity 55
use: 600 K, rel. permittivity 160
kT/e sintering, use: 0.1422, 0.0517 V
ell sintering, use: 3.795, 3.904 nm
q sintering, use: 3.837, 3.731
contact enrichment y0: 8.86
potential at core in sintering: 0.310 V
acceptor excess per side / N: 9.84 nm
enrichment n at 1 nm: 4.065
enrichment n at 2 nm: 2.504
enrichment n at 5 nm: 1.287
enrichment n at 10 nm: 1.027
constant eps*T: q, uniform v0, segregated v0 (units kT/e)
  0.1  0.072  0.058
  1.0  0.921  0.618
  3.0  5.000  1.789
  6.0  18.500  2.970
barrier, uniform: 0.3857 V
barrier, segregated: 0.1076 V
ratio uniform/segregated: 3.58
uniform depletion term: 0.3598 V
segregated depletion term: 0.0881 V
  with edge correction: 0.1081 V, n(w) 1.253
depletion width uniform, segregated: 14.56, 5.25 nm
charge centroid: 7.80, 2.18 nm
excess resistance as bulk thickness, both sides (nm):
  vacancies uniform 3.279e+06, segregated 9.209e+01
  vacancies segregated, pinned height 2.230e+06
  holes uniform 3.963e+03, segregated 1.840e+01
  holes segregated, pinned height 2.887e+03
core charge at pinned height: 11.18 uC/cm2
vacancy resistance ratio, pinned: 1.47
core filling 0.9: 0.1427 V, 7.78 uC/cm2
core filling 0.5: 0.3538 V, 10.84 uC/cm2
sintering charge -3.5 uC/cm2: later 0.4492 V
sintering charge +0.0 uC/cm2: later 0.3857 V
sintering charge +3.5 uC/cm2: later 0.2442 V
sintering charge +7.0 uC/cm2: later 0.1076 V
comparison trials: 30, largest v rise 1.2e-12
same dopant spread in 1000 nm grains: 0.3656 V
grain dopant excess over bulk: 5.9 %
barrier if freeze-in eps*T is 20% lower: 0.0970 V
field at core in use: 0.494 MV/cm
nonlinear field share: 4.9 %
  at pinned height: 12.4 %
acceptor site share bulk, core: 0.18, 1.58 %
acceptor spacing bulk, core: 3.22, 1.56 nm
bulk electrons for 10% screening: 1.7e+15 cm^-3
binding energy trapping half the vacancies: 0.306 eV
cation D to cross w in 10 h: 7.7e-18 cm2/s
cation D to cross w in 10000 h: 7.7e-21 cm2/s
```
